# Why a midbarrier trap carries the largest zero-temperature sequential tunnelling current

## Question

I am modelling leakage through a thin insulator that contains a single trap. An electron tunnels from the emitter into the trap, then from the trap to the collector. The trap is at distance $x$ from the emitter in a barrier of thickness $d$, and both tunnelling rates fall exponentially with distance, with the same attempt frequency. I am told to prove that at zero temperature the current is largest for a trap at $x=d/2$.

I keep going round in circles. Moving the trap towards the emitter makes capture faster and escape slower by the same factor, so the product of the two rates does not change. Why should the current care where the trap is? And does the result survive spin, a tilted barrier, or a trap level that does not line up with the contacts?

## Answer

The product of the rates is indeed constant, but the current is not set by the product. An electron must wait for capture and then for escape, so the waiting times add. A sum of two positive numbers with a fixed product is smallest when they are equal.

### The current

Let the trap hold at most one electron. When empty it is filled from the emitter at rate $G_L$; when full it is emptied into the collector at rate $G_R$:

$$G_L=\nu_L e^{-2\kappa x},\qquad G_R=\nu_R e^{-2\kappa(d-x)} .$$

Here $\kappa$ is the decay constant of the wave function, so $2\kappa$ is that of the probability. Both $\kappa$ and the prefactors are taken as independent of $x$. At zero temperature there are no reverse processes if the trap level lies below the emitter Fermi level and above the collector Fermi level: the emitter states at that energy are full and the collector states are empty.

If $p$ is the probability that the trap is full, then

$$\frac{dp}{dt}=(1-p)G_L-pG_R=0\quad\Rightarrow\quad p=\frac{G_L}{G_L+G_R}.$$

The magnitude of the current is the charge $e$ times the rate of escape:

$$I=e\,pG_R=\frac{e\,G_LG_R}{G_L+G_R},\qquad \frac{e}{I}=\frac1{G_L}+\frac1{G_R}. \tag{1}$$

The right-hand side of the second form is the mean waiting time for capture plus that for escape.

Treating the trap as a coherent resonance does not change this, provided the resonance is narrow. With $G=G_L+G_R$ and trap energy $\varepsilon$, the Breit–Wigner transmission gives

$$I=\frac{e}{h}\int\frac{\hbar^2G_LG_R\,dE}{(E-\varepsilon)^2+(\hbar G/2)^2}
=\frac{e}{2\pi\hbar}\,\hbar^2G_LG_R\,\frac{\pi}{\hbar G/2}=\frac{eG_LG_R}{G}.$$

The integral was extended over all energies, which is allowed when $\hbar G$ is much smaller than the distance from the level to either edge of the bias window.

### The proof

Set $\nu_L=\nu_R=\nu$ and measure position from the middle, $x=d/2+\delta$. Then $2\kappa x=\kappa d+2\kappa\delta$ and $2\kappa(d-x)=\kappa d-2\kappa\delta$, so (1) becomes

$$\frac{e}{I}=\frac{e^{\kappa d}}{\nu}\left(e^{2\kappa\delta}+e^{-2\kappa\delta}\right)=\frac{2e^{\kappa d}}{\nu}\cosh(2\kappa\delta),$$

$$I(\delta)=\frac{I_{\max}}{\cosh(2\kappa\delta)},\qquad I_{\max}=\frac{e\nu}{2}e^{-\kappa d}. \tag{2}$$

Since $\cosh u\ge1$, with equality only at $u=0$, the midbarrier trap is the unique maximum. $\blacksquare$

Two limits show the shape of the peak. Close to the middle, $\cosh u\approx1+u^2/2$ gives $I\approx I_{\max}(1-2\kappa^2\delta^2)$. Far from it, $\cosh u\approx e^{|u|}/2$ gives $I\approx e\nu e^{-\kappa d}e^{-2\kappa|\delta|}$, which is $e$ times the slower rate: one step has become the bottleneck. The half-maximum points satisfy $\cosh(2\kappa\delta)=2$, so the full width at half maximum is $\operatorname{arcosh}(2)/\kappa\approx1.32/\kappa$, whatever the thickness, as long as these points lie inside the barrier.

### Unequal prefactors, and spin

For general prefactors, minimise

$$S(x)=\frac{e^{2\kappa x}}{\nu_L}+\frac{e^{2\kappa(d-x)}}{\nu_R},\qquad
S'(x)=2\kappa\left[\frac{e^{2\kappa x}}{\nu_L}-\frac{e^{2\kappa(d-x)}}{\nu_R}\right].$$

The second derivative is $4\kappa^2S>0$, so a zero of $S'$ is the minimum. It requires $e^{4\kappa x-2\kappa d}=\nu_L/\nu_R$, or

$$x^*=\frac d2+\frac1{4\kappa}\ln\frac{\nu_L}{\nu_R}. \tag{3}$$

The trap moves away from the contact with the larger prefactor until the two rates are equal. Each rate is then $\sqrt{G_LG_R}=\sqrt{\nu_L\nu_R}\,e^{-\kappa d}$, and the current is half of this times $e$. If (3) falls outside the barrier, $S'$ keeps one sign and the current rises towards the nearer end.

Spin enters here. An empty trap can accept an electron of either spin, but a full one has a single electron to lose. If the two contacts have equal prefactors per spin, the total prefactors are $\nu_L=2\nu$ and $\nu_R=\nu$. The optimum moves towards the collector by $\ln2/(4\kappa)$, and the peak current grows by $\sqrt2$. This is for a trap that switches between zero and one electron. If it switches between one and two, only one spin can enter and either can leave, so the shift has the same size but points towards the emitter. With no charging energy the two spins are independent channels: the current doubles and the optimum stays in the middle. "Equal attempt frequencies" must therefore mean equal total prefactors if the middle is to be the strict optimum.

### The level must be inside the bias window

Under a voltage $V$ the trap level moves with the local potential. Measured from the emitter Fermi level it is $\varepsilon(x)=\Delta-eVx/d$, where $\Delta$ is the misalignment at zero bias. The collector Fermi level is at $-eV$. Conduction needs $-eV<\varepsilon<0$, which means

$$\frac{\Delta}{eV}<\frac xd<1+\frac{\Delta}{eV}.$$

The middle satisfies this only if $|\Delta|<eV/2$. For $eV/2<\Delta<eV$ a midbarrier trap carries no sequential current at zero temperature; only the weak tail of its resonance reaches into the window. The current is then largest as $x$ approaches the edge $d\Delta/(eV)$ from inside the window, because (2) falls from there towards the collector. The theorem needs this alignment condition.

At finite temperature the contacts have occupations $f_L,f_R$ at the trap energy. Filling then has rate $G_Lf_L+G_Rf_R$ and emptying $G_L(1-f_L)+G_R(1-f_R)$. Without spin degeneracy these add up to $G$, so $p=(G_Lf_L+G_Rf_R)/G$. The net flow into the collector is

$$\frac Ie=pG_R(1-f_R)-(1-p)G_Rf_R=G_R(p-f_R)=\frac{G_LG_R}{G}(f_L-f_R).$$

For $\Delta=0$, let $u=eV/(2k_BT)$ and let $t$ be the level's distance from the centre of the window divided by $k_BT$. Then

$$f_L-f_R=\frac1{1+e^{t-u}}-\frac1{1+e^{t+u}}=\frac{\sinh u}{\cosh t+\cosh u}.$$

This is largest at $t=0$, which is again the middle of the barrier. The optimum stays there, and the current is reduced by the factor $\sinh u/(1+\cosh u)=\tanh(u/2)=\tanh[eV/(4k_BT)]$.

### Is the exponential law essential?

For a trap of depth $\varphi$ below the barrier edge, the one-dimensional wave equation outside the trap is $\psi''=\kappa^2\psi$ with $\kappa=\sqrt{2m\varphi}/\hbar$. The density therefore decays as $e^{-2\kappa r}$, which motivates the rates used above.

A point trap facing a plane contact has the tail $e^{-\kappa r}/r$. Taking the rate as proportional to its density summed over the plane at distance $x$, with $r^2=x^2+\rho^2$ and $\rho\,d\rho=r\,dr$,

$$g(x)\propto2\pi\int_0^\infty\frac{e^{-2\kappa r}}{r^2}\rho\,d\rho=2\pi\int_x^\infty\frac{e^{-2\kappa r}}{r}dr=2\pi E_1(2\kappa x).$$

A different mass parallel to the layers rescales $\rho$ and so changes only the constant in front.

Let $h=1/g$, so that $e/I=h(x)+h(d-x)$. Where $h$ is strictly convex, Jensen's inequality gives $h(x)+h(d-x)\ge2h(d/2)$, with equality only in the middle. With $z=2\kappa x$, $E_1'=-e^{-z}/z$ and $E_1''=e^{-z}(1+z)/z^2$,

$$\left(\frac1{E_1}\right)''=\frac{2E_1'^2-E_1E_1''}{E_1^3}=\frac{e^{-z}\left[2e^{-z}-(1+z)E_1\right]}{z^2E_1^3}.$$

The bracket is negative very close to the contact. For the example below it changes sign at $x_0=0.0136$ nm, and second differences of $1/E_1$ at 2000 points from $1.05x_0$ to $d$ are all positive. In the strip $x<x_0$ the slow step alone settles the matter: $h(d-x)>h(d-x_0)$, and for these numbers $h(d-x_0)>2h(d/2)$. The other end follows by symmetry, so the middle still wins.

### Numbers for a boron nitride barrier

Take a metal / hexagonal boron nitride / metal cell of the kind used in resistive-memory and breakdown studies. Rough inputs are nine layers with $d=3.0$ nm, $\varphi=2.0$ eV, a tunnelling mass of half the electron mass, $\nu=10^{14}\ \mathrm{s^{-1}}$ and $V=0.10$ V. The level is aligned, $\Delta=0$. Then

$$\kappa=5.123\ \mathrm{nm^{-1}},\qquad\kappa d=15.37,\qquad e^{-\kappa d}=2.114\times10^{-7}.$$

In the middle each rate is $10^{14}\times2.114\times10^{-7}=2.114\times10^7\ \mathrm{s^{-1}}$. The two waits add to $2/(2.114\times10^7\ \mathrm{s^{-1}})=94.6$ ns, so $1.057\times10^7$ electrons pass per second and

$$I_{\max}=1.69\ \mathrm{pA}=1.69\times10^{-12}\ \mathrm{A}.$$

The peak is 0.257 nm wide, less than the layer spacing of 0.333 nm. A trap in either neighbouring layer carries 0.111 pA, or 6.6% of the maximum; two layers from the middle it carries 0.22%, and in an outermost layer $2.3\times10^{-6}$ of the maximum. With the point-trap law the neighbour's share is 5.4%.

If the level is misaligned by $\Delta=0.07$ eV, the window opens at $x=3.0\times0.07/0.10=2.1$ nm. At zero temperature the best trap is then beside that edge and carries about 0.4% of $I_{\max}$. Modest warming overturns this. A midbarrier trap lies only 0.02 eV above the emitter Fermi level, so at 77 K, where $k_BT=0.0066$ eV, the emitter occupation at its energy is $1/(1+e^{0.02/0.0066})\approx0.05$. The middle then carries about 5% of $I_{\max}$, more than the trap at the edge.

### What the simple model leaves out

**Barrier tilt.** Let $F=V/d$. Seen from the trap energy, the barrier rises towards the emitter and falls towards the collector. With $y=d-x$, expanding $\sqrt{\varphi\pm eFs}$ to first order gives the tunnelling exponents

$$A_L=2\kappa\left(x+\frac{eFx^2}{4\varphi}\right),\qquad A_R=2\kappa\left(y-\frac{eFy^2}{4\varphi}\right).$$

Minimising $e^{A_L}+e^{A_R}$ requires $(dA_L/dx)e^{A_L}=(dA_R/dy)e^{A_R}$. Taking logarithms to first order in $F$,

$$4\kappa\delta+\frac{\kappa eF}{2\varphi}(x^2+y^2)+\frac{eF}{2\varphi}(x+y)=0 .$$

To this order $x^2+y^2=d^2/2$, while $x+y=d$, so

$$\delta=-\frac{eV}{16\varphi}\left(d+\frac2\kappa\right)=-\frac{0.1}{32}(3.0+0.39)\ \mathrm{nm}=-0.011\ \mathrm{nm}.$$

A numerical search with the full square roots gives the same value to the digits shown. The spin shift is $+0.034$ nm. Both are small beside half a layer spacing, 0.167 nm, so neither moves the optimum to another layer.

**Temperature and level width.** The thermal factor is 0.999 at 77 K and 0.75 at 300 K. The level width in the middle is $2.8\times10^{-8}$ eV, against 0.05 eV to either window edge, so (1) is safe there. In the layer next to the emitter the resonance is broad enough to spill out of the window, and the zero-temperature resonance current is 0.72 of the sequential value if the level follows only the applied potential. The image shift below moves that level several tenths of an eV under the window and cuts the ratio to below 0.01.

**Image charge.** An electron midway between two metal planes has images of alternating sign at distances $nd$ on both sides. Half the interaction energy gives $-e^2\ln2/(4\pi\epsilon_0\epsilon_rd)=-0.11$ eV for $\epsilon_r=3$. In a layered insulator the permittivity that enters here is the one along the layers. For boron nitride it is nearer 5 to 7, which gives $-0.07$ to $-0.05$ eV, so $\epsilon_r=3$ overstates the shift. Either way it is comparable to the 0.05 eV half-window, so the alignment $\Delta=0$ must be understood as including it. For $\epsilon_r=3$ the level one layer towards the emitter is a further 0.009 eV lower. The shift grows quickly near the contacts, and only layers 3 to 6, counted from the emitter, then remain inside the window. These signs are for a trap that is neutral when empty. If it is positive when empty, filling it removes the image energy instead, and both shifts are reversed.

**Lattice relaxation.** Filling the trap displaces the surrounding atoms. If a strongly coupled vibration has quantum $\hbar\omega>eV$, an electron cannot emit it at zero temperature, since the surplus energy in either step is below $eV$. If no softer vibration couples to the trap, both rates are multiplied by the squared overlap of the displaced oscillator ground states, $e^{-S}$, where $S$ is the Huang–Rhys factor. The optimum stays put while the current drops. For trial values $S=2$ and $\hbar\omega=0.16$ eV the factor is 0.135. At a bias above $\hbar\omega/e$ the number of quanta that can be emitted depends on $x$, and the assumption of position-independent prefactors fails.

**Direct tunnelling.** A semiclassical estimate, with the free-electron mass for motion along the layers both in the metal and in the barrier, gives $1.0\times10^{-17}$ A through a 10 nm by 10 nm area, or $6\times10^{-6}$ of $I_{\max}$. If the barrier mass along the layers is half the electron mass, as it is across them, the estimate is halved. The estimate is on the low side. Matching wave functions to free-electron leads multiplies it by 3 to 4. Adding image lowering of the barrier, with the height at the centre held fixed, brings it to $2$–$3\times10^{-16}$ A.

With spin, tilt, 77 K, the relative image shift, the point-trap law and $S=2$ all included, the middle layer is still best. It carries 0.31 pA, and the second-best layer has 6.7% of that. Here the image term shifts only the level. Letting it also lower the barrier near the contacts raises the current by a factor of 2 to 4 and leaves the middle layer best.

For a real cell, the firmest conclusion is that the middle layer is best under the stated alignment, not the picoampere value. It also needs similar contacts: by (3), the optimum stays within half a layer spacing of the middle only if the total prefactors differ by less than a factor of about $e^{4\kappa\times0.167\,\mathrm{nm}}\approx30$. The field, 0.33 MV/cm, is about 3% of a rough breakdown field of 10 MV/cm, so this is a gentle read condition. The current is proportional to $\nu$, which is a guess; an exact one-dimensional point trap in the same barrier would give about $10^{16}\ \mathrm{s^{-1}}$. The barrier and mass are rough: raising $\varphi$ by 10% raises $\kappa d$ by about 0.75 and halves the current. The strength of the lattice relaxation is a further uncertainty. A trap with $S=10$ would have its elastic current cut by $e^{-10}=4.5\times10^{-5}$, to about $8\times10^{-17}$ A, about eight times the bare semiclassical direct current, and only one to two times the direct current once interface matching and image lowering are included. Real traps also differ in energy, so a well-aligned trap off centre can carry more than a misaligned one in the middle. The remaining values are in the numerical output.

## Table of computed values

```
barrier thickness = 3.0 nm in 9 layers
trap depth = 2.0 eV, mass = 0.5 m_e
attempt frequency = 1.0e+14 1/s
bias = 0.10 V, field = 0.333 MV/cm
field / rough breakdown field 10 MV/cm = 0.033
kappa = 5.1232 1/nm, kappa d = 15.370
exp(-kappa d) = 2.1140e-07
rate at centre, each side = 2.1140e+07 1/s
mean cycle time at centre = 94.61 ns
maximum current = 1.6935 pA
maximum electron flow = 1.0570e+07 1/s
best position, numerical search = 1.50000 nm
full width at half maximum = 0.2571 nm
layer 1: x = 0.1667 nm, I = 3.950e-06 pA, I/Imax = 2.332e-06
layer 2: x = 0.5000 nm, I = 1.202e-04 pA, I/Imax = 7.097e-05
layer 3: x = 0.8333 nm, I = 3.658e-03 pA, I/Imax = 2.160e-03
layer 4: x = 1.1667 nm, I = 1.112e-01 pA, I/Imax = 6.565e-02
layer 5: x = 1.5000 nm, I = 1.694e+00 pA, I/Imax = 1.000e+00
layer 6: x = 1.8333 nm, I = 1.112e-01 pA, I/Imax = 6.565e-02
layer 7: x = 2.1667 nm, I = 3.658e-03 pA, I/Imax = 2.160e-03
layer 8: x = 2.5000 nm, I = 1.202e-04 pA, I/Imax = 7.097e-05
layer 9: x = 2.8333 nm, I = 3.950e-06 pA, I/Imax = 2.332e-06
shift for nu_L = 10 nu_R = +0.1124 nm
shift from spin = +0.0338 nm, peak factor = 1.4142
shift from barrier tilt = -0.0106 nm, peak factor = 1.0017
first-order tilt shift = -0.0106 nm
thermal factor at centre, 77 K = 0.9989
thermal factor at centre, 300 K = 0.7474
level offset tried = 0.07 eV: best x = 2.103 nm
  its current / Imax = 4.15e-03
point trap: inverse rate convex beyond x = 0.0136 nm
point trap: layer 4 / layer 5 current = 0.0543
level width at centre = 2.78e-08 eV
layer 1 resonance / sequential current = 0.719
image shift at centre = -0.1109 eV
image shift, layer 4 minus layer 5 = -0.0087 eV
lattice coupling S = 2.0, phonon = 0.16 eV
lattice factor exp(-S) = 0.1353
direct current through 100 nm^2 = 9.95e-18 A
direct / maximum trap current = 5.88e-06
combined: best layer = 5, I = 0.3145 pA
combined: second-best / best layer = 0.0667
```
